# Why the Folded Spectrum Method Is Slow, and When

A conjugate-gradient (CG) code that finds the lowest state of a Hamiltonian in about a hundred iterations can be turned on an interior state by replacing $H$ with $(H-E_{\rm ref})^2$. Someone who keeps the old iteration budget can then stop far too early, with neighbouring states still mixed into the result. In the model below, with a spectrum 40 eV wide and 0.1 eV between the lowest level and a dense band above it, the lowest state takes 98 iterations with $H$ and 1973 with the folded operator when $E_{\rm ref}$ is placed on that level. State, starting vector and accuracy are the same.

The reason is that squaring the operator can square its relative gap. How far it does so depends on where $E_{\rm ref}$ is placed, and this is the cheapest thing to adjust.

## What sets the number of iterations

Let $A$ be the operator whose Rayleigh quotient $\rho$ is minimized, with eigenvalues $\lambda_1<\lambda_2\le\dots\le\lambda_{\max}$ and real orthonormal eigenvectors $\phi_i$. Write the trial vector as $\phi_1+\sum_{i>1}c_i\phi_i$. Then

$$\rho-\lambda_1=\frac{\lambda_1+\sum_i\lambda_ic_i^2}{1+\sum_ic_i^2}-\lambda_1=\frac{\sum_i\Lambda_ic_i^2}{1+\sum_ic_i^2},\qquad \Lambda_i=\lambda_i-\lambda_1 .$$

Near convergence the denominator is 1 to leading order, and the task is to minimize $f=\tfrac12\sum_i\Lambda_ic_i^2$. Its gradient has components $\Lambda_ic_i$, and its condition number is

$$\kappa=\frac{\lambda_{\max}-\lambda_1}{\lambda_2-\lambda_1}.$$

Each CG direction is $d_k=-g_k+\beta_kd_{k-1}$, where $g_k$ is the current gradient and $\beta_k$ makes $d_k$ conjugate to $d_{k-1}$, that is, $d_k^T\Lambda d_{k-1}=0$. It is then conjugate to every earlier $d_j$ as well. Indeed $\Lambda d_j$ is proportional to $g_{j+1}-g_j$, which lies in the span of $d_0,\dots,d_{j+1}$, and for $j<k-1$ the gradient $g_k$ is orthogonal to that span because $f$ has already been minimized over it. The other term, $\beta_kd_{k-1}^T\Lambda d_j$, vanishes because $d_0,\dots,d_{k-1}$ are mutually conjugate by induction. For conjugate directions $f$ is a sum of separate functions of the step lengths, so successive line searches reach the joint minimum.

The directions are built from repeated products of $\Lambda$ with the initial error. After $k$ steps, therefore,

$$c_i^{(k)}=p_k(\Lambda_i)\,c_i^{(0)},\qquad p_k(0)=1,$$

where $p_k$ is the polynomial of degree at most $k$ that makes $f$ smallest. Any other admissible polynomial gives an upper bound on $f$.

A good choice uses the Chebyshev polynomial $T_k$, for which $T_k(\cos\theta)=\cos k\theta$ and $T_k(\cosh t)=\cosh kt$. The linear map

$$z(\Lambda)=\frac{\Lambda_{\max}+\Lambda_{\min}-2\Lambda}{\Lambda_{\max}-\Lambda_{\min}}$$

takes the interval $[\Lambda_{\min},\Lambda_{\max}]$ to $[-1,1]$, and $z(0)=(\kappa+1)/(\kappa-1)$. The polynomial $T_k(z(\Lambda))/T_k(z(0))$ equals 1 at $\Lambda=0$ and is at most $1/T_k(z(0))$ in magnitude on the interval.

No polynomial $q$ of degree $k$ with $q(0)=1$ has a smaller maximum there. If one did, its difference from the Chebyshev choice would alternate in sign at the $k+1$ extrema of the latter. It would have $k$ zeros in the interval and one more at $\Lambda=0$, too many for a nonzero polynomial of degree $k$.

To turn this into a count, set $\cosh t=(\kappa+1)/(\kappa-1)$. Then $\sinh t=2\sqrt\kappa/(\kappa-1)$, and

$$e^t=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}=\frac{(\sqrt\kappa+1)^2}{(\sqrt\kappa+1)(\sqrt\kappa-1)}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1},\qquad t\approx\frac{2}{\sqrt\kappa}\quad(\kappa\gg1).$$

Reduction of the error by a factor $\varepsilon$ is guaranteed once $\cosh kt=1/\varepsilon$. For small $\varepsilon$ this is $e^{kt}/2\approx1/\varepsilon$, so

$$k\approx\tfrac12\sqrt{\kappa}\,\ln\frac{2}{\varepsilon}.\tag{1}$$

Strictly, this bounds the error measured by $\sqrt f$. For the angle to the target, used below, it is an estimate. It also presumes many levels. With few distinct $\Lambda_j$, the polynomial $\prod_j(1-\Lambda/\Lambda_j)$ removes the whole error in as many steps as there are distinct values.

## The same state with and without squaring

Take the lowest state of $H$, with spectral width $W$ and distance $g$ to the next level. Minimizing with $H$ gives $\kappa=W/g$. Now put $E_{\rm ref}$ on this level and fold. The lowest eigenvalue becomes 0, the next $g^2$ and the largest $W^2$, so

$$\kappa_H=\frac Wg,\qquad \kappa_{\rm fold}=\Big(\frac Wg\Big)^2 .$$

By (1) the count changes from $\sqrt{W/g}$ to $W/g$, times the same logarithm. Since nothing but the operator has changed, squaring is the cause here.

For an interior target with $E_{\rm ref}$ on it, $W$ is replaced by the distance $D$ to the farthest level, which is $W/2$ at the centre of the spectrum.

The numerical model has $g=0.1$ eV and dense uniform bands, 40 levels per spacing $g$, beyond the target's neighbours. The starting vector contains each level with an amplitude inversely proportional to its distance from the target, so the near neighbours dominate the error. The tangent of the angle to the target starts at $10^{-2}$ and is reduced by $\varepsilon=10^{-4}$. A diagonal $H$ is sufficient, because CG without a preconditioner uses scalar products and products with $H$, which a rotation of the basis leaves equivalent. The program minimizes $\rho$ at each step over the current vector, the gradient and the previous direction. For the quadratic $f$ this gives the CG step, because the CG iterate lies in that set and minimizes $f$ over a larger one. The iterations found are:

| $W$ (eV) | edge, $H$ | edge, folded | centre, folded |
|---:|---:|---:|---:|
| 5 | 35 | 246 | 123 |
| 10 | 49 | 493 | 246 |
| 20 | 69 | 986 | 493 |
| 40 | 98 | 1973 | 986 |

For $W=40$ eV, $W/g=400$ and $\ln(2/\varepsilon)=9.90$. Equation (1) gives $\tfrac12\times20\times9.90=99$ iterations with $H$ and $\tfrac12\times400\times9.90\approx1980$ with the folded operator. The fitted exponents of $W/g$ are 0.495, 1.001 and 1.001 for the three columns.

A folded iteration needs two products with $H$, so the edge state costs about 40 times as many products as before. This factor belongs to the dense band. A band with levels only $g$ apart would hold 400 levels for $W=40$ eV, and in exact arithmetic the quadratic problem would then take at most 400 steps, folded or not.

## Where the reference energy should go

The relative gap is squared when $E_{\rm ref}$ lies on the target, or much closer to it than $g$. In general, if $d_1<d_2$ are the two smallest distances of levels from $E_{\rm ref}$, the folded gap is

$$d_2^2-d_1^2=(d_2-d_1)(d_2+d_1).$$

The second factor can be much larger than the level spacing.

Let the target have neighbours at distance $a$ below and $b$ above, and let $E_{\rm ref}$ lie $s$ above the target. The folded gaps to the two neighbours are

$$(b-s)^2-s^2=b(b-2s),\qquad (a+s)^2-s^2=a(a+2s).$$

The first falls with $s$ and the second rises, so the smaller of them is largest where they are equal:

$$b^2-a^2=2s(a+b)\;\Rightarrow\; s=\frac{b-a}{2},\qquad \text{folded gap}=b\,(b-b+a)=ab .$$

The best $E_{\rm ref}$ is thus midway between the two neighbours, as long as $|s|\ll D$, so that the upper end of the folded spectrum hardly moves. The count is then proportional to $D/\sqrt{ab}$.

**Equal neighbours.** With $a=b=g$ the best place is the target itself. For a symmetric spectrum and a displacement $s>0$, the farthest level lies at $D+s$, and

$$\kappa=\frac{(D+s)^2-s^2}{(g-s)^2-s^2}=\frac{D(D+2s)}{g(g-2s)} .$$

At $s=g/2$ the target and its neighbour have the same folded eigenvalue. Any mixture of the two is then equally good, and the method cannot separate them. For $W=20$ eV, the count rises from 493 at $s=0$ to 1065 at $s=0.4g$.

**A band-edge state.** Here one neighbour is a small spacing $\delta$ away in the same band, and the other lies across the band gap. With $E_{\rm ref}$ in the gap at distance $G$ from the target, and $D$ now measured from $E_{\rm ref}$,

$$\kappa=\frac{D^2-G^2}{(G+\delta)^2-G^2}=\frac{D^2-G^2}{\delta(2G+\delta)}\approx\frac{D^2}{2G\delta}\qquad(\delta\ll G\ll D),$$

provided the opposite band edge is far enough from $E_{\rm ref}$ not to supply the second-lowest folded eigenvalue. The gap is not squared, and the count grows as $\delta^{-1/2}$.

With $G=1$ eV, $D=10$ eV and $\delta=0.0125$ eV, $\kappa=99/(0.0125\times2.0125)\approx3935$. Equation (1) gives 311 iterations and the run took 309, with the opposite band edge 1.5 eV below $E_{\rm ref}$ and 40 levels per $\delta$ in the bands beyond the neighbour. The fitted exponent of $1/\delta$ is 0.510.

Had $E_{\rm ref}$ been put on the target, the farthest level would be 11 eV away and the folded gap would be $\delta^2$. Equation (1) then predicts $\tfrac12\times(11/0.0125)\times9.90\approx4400$ iterations. This case was not run, and the figure presumes the dense bands of the model. Bands with spacing $\delta$ throughout would hold about 1400 levels, which caps the count at that number in exact arithmetic. The estimate still indicates why $E_{\rm ref}$ should not be moved onto a band-edge level once its energy is known.

## Is squaring to blame for interior states?

An interior state is not a minimum of $\langle H\rangle$, so the square-root count of the edge state is not on offer by the same route. The fair comparison is with other methods that build their vectors from products with $H$.

After $n$ products such a method has applied a polynomial $p(x)$ of degree at most $n$, with $x=E-E_{\rm ref}$. Put $E_{\rm ref}$ on the target and scale so that $p(0)=1$. Suppose the unwanted levels fill $g\le|x|\le D$ on both sides, and $|p|\le\eta$ there. The even part $[p(x)+p(-x)]/2$ also equals 1 at $x=0$ and obeys the same bound, because the set is symmetric. It is a polynomial in $x^2$ of degree at most $\lfloor n/2\rfloor$. The Chebyshev result on $[g^2,D^2]$ therefore gives

$$\eta\ge\frac{1}{T_{\lfloor n/2\rfloor}\!\left(\dfrac{D^2+g^2}{D^2-g^2}\right)} .$$

A folded polynomial reaches this limit. In the worst case over a symmetric, densely filled spectrum, the cost of about $(D/g)\ln(2/\varepsilon)$ products belongs to the interior problem, and a cleverer polynomial in $H$ does not remove it. A numerical search that did not assume even polynomials agrees. For $g/D=0.2$ and degree 20, the best damping factor $1/\eta$ found is 28.85, against 28.84 for folding. The search enforces the bound on $|p|$ only at 300 points per interval, so it can slightly exceed the true optimum.

The argument fails for a lopsided spectrum. An even polynomial that is small on the long side must also be small on its mirror image, where there may be no levels, and this wastes part of its degree. With levels in $[-0.25,-0.1]$ and $[0.1,1]$, in units of $D$, degree 20 gives a damping factor of 3.8 by folding and 25 by the best polynomial. A target near the bottom of a wide spectrum is of this kind.

## What to do about it

**Place $E_{\rm ref}$ by the neighbours.** The optimum is midway between the levels on either side of the target, but with unequal neighbours it is safer to stay somewhat closer to the target. The optimum lies only half the smaller spacing from the point where the farther neighbour becomes the lowest folded state. For a band-edge state it is mid-gap shifted by $\delta/2$ toward the target, and an error of $\delta/2$ the other way already makes the opposite band edge equally low. Keep $E_{\rm ref}$ clearly on the target's side of mid-gap. Since the count varies only about as $G^{-1/2}$, reducing $G$ by a fifth costs roughly a tenth more iterations.

**Reduce the effective width.** Suppose a preconditioner multiplies gradient component $i$ by $P_i>0$. With $c_i=\sqrt{P_i}\,b_i$, the function becomes $f=\tfrac12\sum_iP_i\Lambda_ib_i^2$, so $\kappa$ is now the ratio of the extreme values of $P_i\Lambda_i$. Take $E_{\rm ref}$ on the target, so that $\Lambda_i=x_i^2$. A simple model is $P_i=1$ for $|x_i|\le E_c$ and $P_i=E_c^2/x_i^2$ beyond. It caps $P_i\Lambda_i$ at $E_c^2$ and lowers the count from $D/g$ to $E_c/g$, times the same logarithm. A practical preconditioner gains to the extent that it imitates this, and the crowding of levels near the target remains.

**Do not fold a lopsided spectrum by default.** A polynomial filter in $H$ itself, fitted to the two intervals that hold levels, can give more damping per product.

**Invert if a factorization is affordable.** Applying $(H-E_{\rm ref})^{-1}$ by a direct solver avoids the polynomial limit. An unpreconditioned iterative solver does not. Its approximate solution of $(H-E_{\rm ref})y=v$ is $y=q(H-E_{\rm ref})v$ with some polynomial $q$, and the residual is $p(H-E_{\rm ref})v$ with $p(x)=1-xq(x)$. Since $y$ is a polynomial in $H$ applied to $v$, its enhancement of the target over the unwanted levels obeys the same bound when these fill both sides symmetrically. A residual that is small on the unwanted levels alone is not even enough: for an even $p$, $q(0)=-p'(0)=0$, and a target at $E_{\rm ref}$ is not enhanced at all.

The iteration counts, exponents and damping factors quoted as found come from the numerical check printed below.

## Values computed for the example and the checks

```
target spacing g = 0.100 eV
error reduction eps = 1e-04
initial tangent of angle = 1e-02
band levels per target spacing = 40
CG iterations, with Chebyshev estimate in brackets
W/eV  W/g  edge,H  edge,folded  centre,folded
   5   50  35 (35)  246 (248)  123 (124)
  10  100  49 (49)  493 (495)  246 (248)
  20  200  69 (70)  986 (990)  493 (495)
  40  400  98 (99)  1973 (1981)  986 (990)
exponent of W/g, edge, H = 0.495
exponent of W/g, edge, folded = 1.001
exponent of W/g, centre, folded = 1.001
edge state, W = 40 eV: folded/plain iterations = 20.1
edge state, same W: folded/plain H products = 40.3
centre state, same W: H products = 1972
displaced Eref, W = 20 eV: s/g, kappa, iterations (estimate)
0.0  10000  493 (495)
0.2  16733  627 (641)
0.4  50400  1065 (1112)
Eref in band gap: G = 1.0 eV, D = 10 eV, lower band edge at -1.5 eV
delta/eV, kappa, iterations (estimate)
0.1000  471  107 (107)
0.0500  966  153 (154)
0.0250  1956  218 (219)
0.0125  3935  309 (311)
exponent of 1/delta, Eref in band gap = 0.510
damping factors of polynomials in H (dimensionless energies)
one interval [0.2, 2.0], degree 10: best 349.4, Chebyshev 349.3
symmetric, 0.2 <= |x| <= 1.0, folded degree 20: 28.84
symmetric, best of degree 20: 28.85
symmetric, best of degree 21: 28.85
lopsided, [-0.25, -0.1] and [0.1, 1.0], degree 20:
  folded 3.79, best 25.37
```
